# When a Large Kleinman-Bylander Energy Sets the Spectral Upper Bound

**Definitions and conventions**

Hartree atomic units are used. The basis consists of the plane waves with kinetic energy $T\le E_{\rm cut}$. For one atom with one separable projector, the Hamiltonian in this basis is

$$H=H_{\rm loc}+E\,|c\rangle\langle c|,\qquad H_{\rm loc}=T+V_{\rm loc},$$

where $E>0$ is the Kleinman-Bylander energy and $c$ is the part of the normalized projector function $\chi$ that lies inside the cutoff. Its squared norm is $w=\langle c|c\rangle\le 1$. Three energies matter: the highest eigenvalue $\Lambda$ of $H_{\rm loc}$, the highest eigenvalue $\lambda_{\max}$ of $H$, and the mean $h=\langle c|H_{\rm loc}|c\rangle/w$.

The cutoff controls $\Lambda$. If $V_{\rm loc}\le 0$ everywhere, as in the model below, then $\Lambda\le E_{\rm cut}$. The question is when $\lambda_{\max}$ leaves $\Lambda$ behind, and which solvers pay for it.

**The model, and where a large energy comes from**

The model is a periodic solid at zero Bloch vector, with a cubic cell of side 7 bohr. Each cell holds one attractive Gaussian well $V_s$, of depth 2.5 hartree and width 1.1 bohr (a Gaussian of width $s$ means $e^{-r^2/2s^2}$, summed over the cells). This is the potential that s electrons should feel. Its lowest state $\phi$ has energy $\varepsilon=-0.763$ hartree. The local potential may be chosen differently, and the projector makes up the difference $\delta V=V_s-V_{\rm loc}$:

$$E|\chi\rangle\langle\chi|=\frac{\delta V|\phi\rangle\langle\phi|\delta V}{m},\qquad m=\langle\phi|\delta V|\phi\rangle .$$

Normalizing $\chi=\delta V\phi/\|\delta V\phi\|$ gives

$$E=\frac{\|\delta V\phi\|^2}{m}.$$

If $\delta V$ were nowhere negative, then $\delta V^2\le(\max\delta V)\,\delta V$ would give $E\le\max\delta V$. An energy far above the size of $\delta V$ therefore requires a $\delta V$ that changes sign, so that its mean nearly cancels while its square does not.

Here $\delta V$ is a narrow repulsive Gaussian (2.5 hartree, width 0.7 bohr) minus a wide one (width 1.1 bohr). The mean vanishes at a wide amplitude of 1.4457 hartree. An amplitude of 1.4404 hartree leaves $m=0.00293$ hartree and gives $E=40$ hartree, although $\delta V$ at the atom is just $2.5-1.44=1.06$ hartree. Reducing the amplitude by 5 percent, to 1.3682 hartree, raises $m$ to 0.0431 hartree and lowers $E$ to 3 hartree. The numerator hardly takes part: $Em=\|\delta V\phi\|^2$ is 0.117 hartree² in the first case and 0.129 hartree² in the second.

The bound state does not notice. Acting on $\phi$, the projector term gives $\delta V\phi\,(m/m)=\delta V\phi$, so

$$H\phi=(T+V_{\rm loc}+\delta V)\phi=(T+V_s)\phi=\varepsilon\phi$$

for each choice of $V_{\rm loc}$. This holds in the basis in which the projector was generated, here the one with a 16 hartree cutoff. There the tests also confirm that $\varepsilon$ remains the lowest level for $E=3$, 10 and 40 hartree. The overlap is $\langle\chi|\phi\rangle=m/\|\delta V\phi\|=\|\delta V\phi\|/E$, so the projector's contribution to the energy is

$$E\langle\chi|\phi\rangle^2=\frac{\|\delta V\phi\|^2}{E}=m .$$

At $E=40$ hartree the overlap is 0.0086 and the contribution 0.003 hartree. The large coefficient multiplies something the bound state barely contains. A state shaped like $\chi$ feels it in full.

**Bounds on the top of the spectrum**

The highest eigenvalue is the maximum of $\langle\psi|H|\psi\rangle$ over normalized $\psi$, so any trial state gives a lower bound. The top state of $H_{\rm loc}$ gives at least $\Lambda$, because the projector term is not negative. The state $c/\sqrt w$ gives $h+E\,w^2/w=h+Ew$. In the other direction, $\langle\psi|H_{\rm loc}|\psi\rangle\le\Lambda$, and the Cauchy-Schwarz inequality gives $|\langle c|\psi\rangle|^2\le w$. Together,

$$\max(\Lambda,\;Ew+h)\;\le\;\lambda_{\max}\;\le\;\Lambda+Ew .$$

Thus $Ew+h>\Lambda$ is sufficient for the projector to raise the top. It is not necessary, and the secular equation gives the sharp criterion. For an eigenvalue $\lambda>\Lambda$, the operator $\lambda-H_{\rm loc}$ can be inverted, and $H\psi=\lambda\psi$ becomes

$$\psi=E\,\langle c|\psi\rangle\,(\lambda-H_{\rm loc})^{-1}c .$$

Here $\langle c|\psi\rangle\ne0$, since otherwise $\psi$ would vanish. Taking the overlap with $c$ and dividing by $\langle c|\psi\rangle$ gives

$$1=E\,R(\lambda),\qquad R(\lambda)=\langle c|(\lambda-H_{\rm loc})^{-1}|c\rangle=\sum_n\frac{|c_n|^2}{\lambda-e_n},$$

where $e_n$ are the levels of $H_{\rm loc}$ and $c_n$ the components of $c$ on them. Above $\Lambda$ each term is positive and falls towards zero as $\lambda$ grows. There is therefore at most one root, and for any chosen $b>\Lambda$ it lies above $b$ precisely when $E\,R(b)>1$:

$$\lambda_{\max}>b\quad\Longleftrightarrow\quad E>E_c(b)=\frac1{R(b)} .$$

Since $1/(b-e)$ is a convex function of $e$, its average over the weights $|c_n|^2/w$ is at least $1/(b-h)$. Hence $R(b)\ge w/(b-h)$ and $E_c(b)\le(b-h)/w$, which recovers the sufficient condition.

In general a margin above $\Lambda$ is needed for a useful answer. If the top state of $H_{\rm loc}$ has any overlap with $c$, then $R(b)\to\infty$ as $b\to\Lambda$, and even a tiny $E$ shifts the top by a tiny amount. In the cubic model the top level of $H_{\rm loc}$ differs in symmetry from the fully symmetric $c$ and has no overlap with it. Then $R$ stays finite as $b\to\Lambda$, and $\lambda_{\max}$ equals $\Lambda$ until $E$ passes a finite threshold, as for $E=10$ hartree at cutoff 16 hartree. The margin is then a convention for a noticeable rise. I shall say that the projector sets the bound when $\lambda_{\max}$ exceeds the cutoff by more than 5 percent, that is, with $b=1.05\,E_{\rm cut}$.

**Which quantity wins**

The table gives $\lambda_{\max}$ for three cutoffs, all in hartree.

| $E$ | cutoff 8 | cutoff 12 | cutoff 16 |
|---|---|---|---|
| 3 | 7.59 | 11.66 | 15.26 |
| 10 | 11.63 | 12.81 | 15.26 |
| 40 | 38.28 | 42.12 | 42.55 |

For $E=3$ hartree the top follows the cutoff. For $E=40$ hartree, doubling the cutoff raises the top by 11 percent, mainly because $w$ grows from 0.90 to 1.00 ($\chi$ is normalized in the generating basis, so $w=1$ at cutoff 16 by construction). Within this range of cutoffs, lowering the cutoff therefore brings little relief. A much lower cutoff would reduce $w$, and with it the top, but only by cutting away a substantial part of the projector.

The row $E=10$ hartree shows the change of roles. The threshold $E_c$ is 5.96, 9.76 and 14.07 hartree at the three cutoffs, so the projector sets the bound at the first two and not at the third. The middle case is close. There $Ew+h=12.28$ hartree lies below $b=12.6$ hartree, so the simple lower bound does not decide, while the secular criterion does.

For large $E$ the position follows by expansion. Put $x=\lambda_{\max}-h$ and let $\sigma^2$ be the variance of $H_{\rm loc}$ in the normalized $c$. When $x$ is large compared with the deviations $e_n-h$ that carry weight,

$$1=Ew\left(\frac1x+\frac{\sigma^2}{x^3}+\dots\right).$$

The term in $1/x^2$ is absent because the mean deviation is zero. Multiplying by $x$ and putting $x\approx Ew$ in the correction gives

$$\lambda_{\max}\approx Ew+h+\frac{\sigma^2}{Ew}.$$

With $E=40$ hartree and cutoff 16 hartree this is $40+2.450+3.601/40=42.54$ hartree. Diagonalization gives 42.55 hartree (1158 eV). The top state has a squared overlap of 0.997 with $\chi$: it is essentially the projector function itself. The next level, at 15.26 hartree, is set by the cutoff.

**The price in a Chebyshev filter**

A Chebyshev filter applies the polynomial $C_m(t)$, where $m$ now denotes the degree and not the mean of $\delta V$, to a trial vector, with energies mapped by $t(e)=(2e-a-b)/(b-a)$. The unwanted interval $[a,b]$ becomes $[-1,1]$, where $|C_m|\le1$. A wanted level $\varepsilon<a$ is mapped to

$$|t(\varepsilon)|=1+\frac{2(a-\varepsilon)}{b-a},\qquad |C_m(t(\varepsilon))|=\cosh\!\big(m\,\text{arccosh}\,|t(\varepsilon)|\big).$$

Suppression of the unwanted part by a factor $F$ is guaranteed once this reaches $F$. For $a-\varepsilon\ll b-a$, the expansion $\cosh y\approx1+y^2/2$ gives $\text{arccosh}\,|t(\varepsilon)|\approx2\sqrt{(a-\varepsilon)/(b-a)}$, and so

$$m\approx\frac{\text{arccosh}\,F}{2}\sqrt{\frac{b-a}{a-\varepsilon}} .$$

The degree, and with it the number of products $H\psi$, grows as the square root of the filtered width.

To isolate the cause, compare $H$ at $E=40$ hartree and cutoff 16 hartree with a matrix that has the same eigenvectors and the same eigenvalues, except that the top one is moved down to the second highest. Take $b$ as the top level of each matrix and $a$ as the second-lowest level, so that $[a,b]$ holds all unwanted levels. With $a=0.0925$ hartree, the gap $a-\varepsilon$ is 0.855 hartree. For $F=10^6$, half of $\text{arccosh}\,F$ is 7.25, and

$$m\approx7.25\sqrt{42.45/0.855}=51.1,\qquad m\approx7.25\sqrt{15.17/0.855}=30.6 .$$

Filters run on a random vector reached this suppression at degrees 50 and 30. These counts belong to one start vector and can shift by a degree for another. The degrees at which $|C_m(t(\varepsilon))|$ reaches $F$ are 51.3 and 30.8, so in this example one eigenvalue among 1021 makes the filter about $51.3/30.8=1.66$ times as expensive.

Ignoring the outlier is worse. If $b$ is taken from the cutoff, the outlier lies at $t=1+2(\lambda_{\max}-b)/(b-a)$, outside the interval. It is amplified more than the wanted state whenever $\lambda_{\max}-b>a-\varepsilon$. With $b=15.26$ hartree, the highest level set by the cutoff, $42.55-15.26=27.3$ hartree stands against 0.855 hartree. After degree 31 the filtered vector is the top eigenstate of $H$ to all printed digits. The printed weight of the wanted state, of order $10^{-34}$, is at the level of rounding error and should not be read as a physical amplitude.

**The price in an explicit time step**

Take the fourth-order Taylor step, $\psi(t+\Delta t)=\sum_{k=0}^4(-iH\Delta t)^k\psi(t)/k!$. With $z=\lambda\Delta t$, a level $\lambda$ is multiplied by a factor with real part $1-z^2/2+z^4/24$ and imaginary part $-z+z^3/6$. In the sum of their squares the $z^2$ terms cancel. The $z^4$ terms give $\tfrac14+\tfrac1{12}-\tfrac13=0$, and the $z^6$ terms give $-\tfrac1{24}+\tfrac1{36}=-\tfrac1{72}$. Thus

$$|{\rm factor}|^2=1-\frac{z^6}{72}+\frac{z^8}{576},$$

which does not exceed 1 as long as $z^2\le8$. Stability requires this for every level:

$$\Delta t\le\frac{2\sqrt2}{\max|\lambda|} .$$

In the model $\max|\lambda|=\lambda_{\max}$. The limit is $2.828/42.55=0.0665$ a.u. (1.61 as) with the outlier and 0.185 a.u. (4.48 as) without it. The number of steps for a given time rises by a factor of 2.79, linearly in $\lambda_{\max}$. Subtracting a constant from $H$ to centre the spectrum replaces $\lambda_{\max}$ by half the total width. The ratio is then $43.31/16.03=2.70$, so the penalty remains.

The limit is abrupt. At 1.05 times the allowed step, $z^2=8.82$ and the top component grows by a factor of 1.41 per step; in the run the norm reached about $5\times10^7$ after 60 steps. With the step of 0.185 a.u. permitted without the outlier, $z^2=8\times2.788^2=62.2$ and the factor is about 150 per step. A small initial weight on the top eigenstate only delays the failure. Below the limit the step is stable but not norm-conserving, so accuracy may demand a smaller one.

**Why Lanczos hardly suffers**

The slowdown is not common to all iterative solvers. After $k$ steps, Lanczos can use any polynomial in $H$ of degree $k-1$ acting on the start vector. Suppose $q(e)$ works well for the spectrum without the outlier. Then

$$p(e)=q(e)\,\frac{\lambda_{\max}-e}{\lambda_{\max}-\varepsilon}$$

has one degree more, equals $q$ at $\varepsilon$, vanishes at the outlier, and is no larger than $q$ in magnitude at the levels between. In exact arithmetic, one extra step therefore suffices for the same bound on the unwanted part relative to the wanted part. Lanczos runs with full reorthogonalization, for one start vector and an energy error of $10^{-8}$ hartree, took 31 steps with the outlier and 30 without. Without reorthogonalization, rounding errors add a step or so to the cost of the outlier. A plain Chebyshev filter on $[a,b]$, with no extra root or deflation for the outlier, cannot do this, because its polynomial is fixed by the two ends of the interval and treats the empty stretch from 15.3 to 42.5 hartree as if it were full of levels.

**Range of the result**

The bounds and the threshold hold for one positive projector and any Hermitian $H_{\rm loc}$. Further positive projectors cannot lower $\lambda_{\max}$, but they can add outliers. The Lanczos argument then costs one root for each distinct outlying eigenvalue, which may no longer be negligible if there are many. Self-consistency and preconditioned solvers are outside the model.

The comparison of local potentials also has a limit. They share the bound s level, but states of other angular momentum feel $V_{\rm loc}$ directly, and s scattering at other energies need not agree. A change that lowers $E$ must therefore be checked for transferability as well as for speed. The numerical output lists the values for every combination of $E$ and cutoff.

## Computed results

```
cell side 7.0 bohr; well depth 2.5 hartree
Gaussian widths 1.1 and 0.7 bohr
narrow amplitude of delta V 2.5 hartree
wide amplitude giving zero mean 1.44568 hartree
reference bound level eps -0.76282 hartree
E_KB 3.0 hartree: wide amplitude 1.36823 hartree
  mean of delta V 0.04309 hartree, <chi|phi> 0.11984
  cut 8: Lam 7.585, E w+h 4.774, top 7.585, E_c 6.126 hartree; w 0.9040
  cut 12: Lam 11.659, E w+h 5.141, top 11.659, E_c 9.968 hartree; w 0.9904
  cut 16: Lam 15.260, E w+h 5.176, top 15.260, E_c 14.285 hartree; w 1.0000
E_KB 10.0 hartree: wide amplitude 1.42418 hartree
  mean of delta V 0.01196 hartree, <chi|phi> 0.03458
  cut 8: Lam 7.587, E w+h 11.251, top 11.627, E_c 5.956 hartree; w 0.8984
  cut 12: Lam 11.660, E w+h 12.284, top 12.812, E_c 9.758 hartree; w 0.9898
  cut 16: Lam 15.262, E w+h 12.394, top 15.262, E_c 14.071 hartree; w 1.0000
E_KB 40.0 hartree: wide amplitude 1.44041 hartree
  mean of delta V 0.00293 hartree, <chi|phi> 0.00856
  cut 8: Lam 7.588, E w+h 38.198, top 38.278, E_c 5.912 hartree; w 0.8970
  cut 12: Lam 11.660, E w+h 42.025, top 42.119, E_c 9.703 hartree; w 0.9896
  cut 16: Lam 15.263, E w+h 42.450, top 42.546, E_c 14.016 hartree; w 1.0000
main case: E_KB 40, cutoff 16 hartree, 1021 plane waves
largest kinetic energy in basis 15.308 hartree
h 2.450 hartree, variance 3.601 hartree^2
large-E estimate of top 42.540 hartree
top level 42.546 hartree = 1157.7 eV
second highest level 15.263 hartree
overlap squared of top state with chi 0.9974
filter lower edge a 0.0925 hartree, suppression 1e+06
filter with outlier: formula 51.28, root law 51.11, run 50
filter outlier moved: formula 30.83, root law 30.55, run 30
ratio of filter degrees 1.663
wrong bound, degree 31: weight on top state 1.000000
  weight on wanted state 7.2e-35
time step limit with outlier: 0.0665 a.u. = 1.608 as
  norm after 60 steps at 0.95 limit 0.940, at 1.05 limit 4.6e+07
time step limit outlier moved: 0.1853 a.u. = 4.483 as
  norm after 60 steps at 0.95 limit 0.495, at 1.05 limit 1.4e+08
ratio of step counts 2.788
Lanczos steps to 1e-8 hartree: with outlier 31, moved 30
```
